# Peak temperature of a metallic breakdown filament from its voltage alone

After hard breakdown of a high-k gate stack, the current may pass through a metal-rich filament a few nanometres wide. Whether this filament goes on changing depends strongly on its temperature, but its width, composition and conductivity are poorly known, and no thermometer fits inside it. The voltage across it can at least be estimated from electrical measurements. How much can be said about the temperature from the voltage alone?

If heat leaves the filament through its ends and is carried by the same electrons that carry the current, the answer is

$$T_{\rm peak}^2=T_0^2+\frac{V^2}{4L},\qquad L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2 .$$

Here $V$ is the voltage between two terminal surfaces, both at temperature $T_0$. A poorer conductor generates less heat at a given voltage, but it also removes heat less well, in the same proportion.

## The law that links heat and charge

Let $\bar\mu$ be the electrochemical potential of the electrons, and define $\phi=-\bar\mu/e$ with $e>0$. Differences of $\phi$ are what a voltmeter reads. Suppose that scattering is elastic, so that electrons of each energy diffuse independently, and that the distribution is locally a Fermi function $f$ with temperature $T$. At fixed total energy $E$, $f$ depends on position through $(E-\bar\mu)/k_BT$. With $\varepsilon-\mu=E-\bar\mu$, its gradient is

$$\nabla f=\left(-\frac{\partial f}{\partial\varepsilon}\right)\left[\nabla\bar\mu+\frac{\varepsilon-\mu}{T}\nabla T\right].$$

Electrons at energy $\varepsilon$ flow down this gradient. Write their diffusivity times their density of states as $\sigma(\varepsilon)/e^2$, and define

$$K_n=\int\sigma(\varepsilon)(\varepsilon-\mu)^n\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .$$

The particle and heat currents are then

$$\mathbf J_N=-\frac{1}{e^2}\left(K_0\nabla\bar\mu+K_1\frac{\nabla T}{T}\right),\qquad
\mathbf J_Q=-\frac{1}{e^2}\left(K_1\nabla\bar\mu+K_2\frac{\nabla T}{T}\right).$$

At uniform temperature the charge current is $-e\mathbf J_N=K_0\nabla\bar\mu/e=-K_0\nabla\phi$, so $\sigma=K_0$. Thermal conductivity is defined at zero charge current, for which $\nabla\bar\mu=-(K_1/K_0)\nabla T/T$. Inserting this in $\mathbf J_Q$ gives

$$\kappa=\frac{1}{e^2T}\left(K_2-\frac{K_1^2}{K_0}\right),\qquad
\frac{\kappa}{\sigma T}=\frac{1}{e^2T^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right].$$

In a metal $k_BT\ll\mu$, and $\sigma(\varepsilon)$ varies little across the thermal window. To leading order $K_2/K_0=(k_BT)^2I$, with

$$I=\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}dx
=2\sum_{n=1}^{\infty}(-1)^{n+1}n\int_0^\infty x^2e^{-nx}dx
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.$$

The integrand is even, which gives the factor 2; each integral in the sum is $2/n^3$; and the last sum is $\pi^2/12$. The term $K_1/K_0$ is of order $(k_BT)^2/\mu$, so its square is smaller than $K_2/K_0$ by a factor of order $(k_BT/\mu)^2$. This leaves the Wiedemann-Franz law,

$$\kappa=L\sigma T,\qquad L=2.443\times10^{-8}\ \mathrm{V^2/K^2}.$$

For $\sigma(\varepsilon)\propto\varepsilon^{3/2}$, $\mu=5$ eV and $T=1000$ K, numerical quadrature of the full moments gives $2.4405\times10^{-8}\ \mathrm{V^2/K^2}$, lower by 0.1%. Inelastic scattering and heat carried by the lattice can change the ratio more.

From here on the thermoelectric terms, those with $K_1$, are dropped from the currents; their effect is sized below. Then $\mathbf J=-\sigma\nabla\phi$ and $\mathbf J_Q=-\kappa\nabla T$. The total energy current is

$$\mathbf J_E=\mathbf J_Q+\bar\mu\mathbf J_N=-\kappa\nabla T+\phi\mathbf J,$$

because $\bar\mu=-e\phi$ and $\mathbf J_N=-\mathbf J/e$. In a steady state with no heat sink inside the filament, $\nabla\cdot\mathbf J=0$ and $\nabla\cdot\mathbf J_E=0$. Expanding the second condition and using the first gives

$$\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0 .$$

The second term is the Joule heat per volume.

## First derivation: a conserved combination

Let the filament have any connected shape, and let $\sigma(\mathbf r,T)>0$ vary with place and temperature. The side wall passes neither charge nor heat. Choose the zero of potential so that the terminals are at $\phi=\pm V/2$.

Charge conservation turns the Joule heat into a divergence:

$$\nabla\cdot(\sigma\phi\nabla\phi)=\sigma|\nabla\phi|^2+\phi\nabla\cdot(\sigma\nabla\phi)=\sigma|\nabla\phi|^2 .$$

The Wiedemann-Franz law does the same service for conduction, since $\kappa\nabla T=L\sigma T\nabla T=\tfrac12\sigma\nabla(LT^2)$. Also $\sigma\phi\nabla\phi=\tfrac12\sigma\nabla(\phi^2)$. The heat balance therefore becomes

$$\nabla\cdot(\sigma\nabla u)=0,\qquad u=LT^2+\phi^2 .$$

This step needs a uniform $L$, but it puts no condition on how $\sigma$ varies.

On both terminals $u$ has the same value, $u_0=LT_0^2+V^2/4$. On the side wall, with normal $\mathbf n$,

$$\sigma\mathbf n\cdot\nabla u=2\mathbf n\cdot(\kappa\nabla T+\sigma\phi\nabla\phi)=0,$$

because both normal currents vanish. Multiply the equation for $u$ by $u-u_0$ and integrate over the filament by parts:

$$0=\oint(u-u_0)\,\sigma\mathbf n\cdot\nabla u\,dS-\int\sigma|\nabla u|^2dV .$$

The surface term vanishes on the terminals through its first factor and on the wall through its second. Since $\sigma>0$, $\nabla u=0$ throughout, and $u=u_0$. Hence

$$T^2=T_0^2+\frac{1}{L}\left(\frac{V^2}{4}-\phi^2\right).$$

The potential runs continuously from $-V/2$ to $V/2$, so it passes through zero inside the filament. There the temperature is highest, and the stated result follows.

The constancy of $u$ has a physical meaning. Since $\sigma\nabla u=2(\kappa\nabla T-\phi\mathbf J)=-2\mathbf J_E$, the total energy current is zero at every point when potential is measured from the midpoint value. Heat conducted outward balances electrical energy carried inward.

The hottest surface is the one at half the voltage, which need not be halfway along. As an illustration, take a strip of 15 rows by 41 columns of square cells, with its end columns as terminals. Remove six rows from one edge in columns 10 to 17 and five from the other in columns 24 to 30, counting from zero. Let the conductivity be proportional to $(1+4s+0.5\sin m)(T_0/T)^{1/2}$, where $s$ is the fraction of the length and $m$ the row number from zero. Solving the charge and heat balances on this grid, with 0.3 V and 300 K terminals, puts the hottest cell at $s=0.35$. Its temperature is 1005.5 K, the same as in a uniform wire.

### Terminals at different temperatures

Let the terminal at $+V/2$ be at $T_1$ and the other at $T_2$. The equation for $u$ is unchanged, and it is also the equation obeyed by $\phi$. A linear function of $\phi$ therefore satisfies it and the wall condition. Matching the two terminal values gives

$$LT^2+\phi^2=\frac{L(T_1^2+T_2^2)}{2}+\frac{V^2}{4}+\frac{L(T_1^2-T_2^2)}{V}\phi .$$

The same integral argument, applied to the difference of two solutions, shows that there is no other. Setting the derivative of $T^2$ with respect to $\phi$ to zero gives $\phi_*=L(T_1^2-T_2^2)/(2V)$, and

$$T_{\rm peak}^2=\frac{T_1^2+T_2^2}{2}+\frac{V^2}{4L}+\frac{L(T_1^2-T_2^2)^2}{4V^2}.$$

This holds if $|\phi_*|<V/2$, that is, if $V^2>L|T_1^2-T_2^2|$. At lower voltage there is no interior maximum, and the hotter terminal is the hottest place.

## Second derivation: follow the heat from the hottest section

Now let the filament be slender, with $T$ and $\phi$ uniform over each cross-section of area $A(x)$. Both ends are again at $T_0$. A current $I>0$ flows towards increasing $x$, so $\phi$ falls along the filament. Joule heating produces a hottest section $x_h$ inside, with potential $\phi_h$, and no heat crosses it because $dT/dx=0$ there.

In the steady state, the heat flow $Q(x)$ towards increasing $x$ equals the power released between $x_h$ and $x$:

$$Q(x)=\int_{x_h}^{x}I\left(-\frac{d\phi}{dx'}\right)dx'=I[\phi_h-\phi(x)] .$$

To the left of $x_h$ the potential is higher and $Q$ is negative, as it should be for heat flowing left. The transport laws are

$$Q=-\kappa A\frac{dT}{dx},\qquad I=-\sigma A\frac{d\phi}{dx}.$$

Dividing them removes both the area and the position:

$$\frac{Q}{I}=\frac{\kappa}{\sigma}\frac{dT}{d\phi}=\phi_h-\phi .$$

With $\kappa/\sigma=LT$, integration from the hottest section to a general one gives

$$\frac L2\left(T^2-T_{\rm peak}^2\right)=-\frac12(\phi-\phi_h)^2 .$$

Both ends have $T=T_0$, so both differ from $\phi_h$ by the same amount. As the whole drop is $V$, each difference is $V/2$. Therefore $L(T_{\rm peak}^2-T_0^2)=V^2/4$, as before.

### What happens without the Wiedemann-Franz law

If $\kappa/\sigma$ is some other function of temperature, the same integration gives

$$\int_{T_0}^{T_{\rm peak}}\frac{\kappa}{\sigma}\,dT=\frac{V^2}{8}.$$

For constant $\kappa$ and $\sigma$ the rise is $\sigma V^2/(8\kappa)$, which depends on the material. Suppose that the constant ratio equals the metallic one at 300 K, $\kappa/\sigma=LT_0$. At 0.3 V the rise is then

$$\frac{0.3^2}{8(2.443\times10^{-8})(300)}\ \mathrm K\approx1535\ \mathrm K,$$

and the peak is 1835 K. A Wiedemann-Franz metal stays cooler because its ratio $\kappa/\sigma$ grows as it heats.

### Side losses and lattice conduction give an upper bound

Suppose that heat leaves through the side, and let $P(x)\ge0$ be the amount lost between $x_h$ and a section on its right. Then $Q=I(\phi_h-\phi)-P$. Let the lattice also conduct, at the same temperature as the electrons, so that $\kappa\ge L\sigma T$. On the right-hand side

$$LT\frac{dT}{d\phi}\le\phi_h-\phi .$$

Where $dT/d\phi$ is positive, this follows from $LT\,dT/d\phi\le(\kappa/\sigma)\,dT/d\phi=Q/I$. Where it is negative or zero, the left side is not positive, while the right side is not negative. Integrating from the right end to the hottest section gives $L(T_{\rm peak}^2-T_0^2)\le(\phi_h-\phi_{\rm right})^2$. The left side gives the matching inequality. One of the two potential drops is at most $V/2$, so

$$T_{\rm peak}^2\le T_0^2+\frac{V^2}{4L}.$$

In this one-temperature, slender model, both effects can lower the peak but cannot raise it above the law.

## The number at 0.3 V, and the limits

For $V=0.3$ V and $T_0=300$ K,

$$\frac{V^2}{4L}=\frac{0.0900}{4(2.443\times10^{-8})}\ \mathrm{K^2}=9.21\times10^5\ \mathrm{K^2},$$

$$T_{\rm peak}=\sqrt{0.90\times10^5+9.21\times10^5}\ \mathrm K\approx1005\ \mathrm K .$$

A peak of 1000 K needs 0.298 V. Where $\phi=V/4$, the temperature is still 884 K, since $T^2$ falls as the square of the potential.

At low voltage, expansion of the square root gives a rise $V^2/(8LT_0)$. At high voltage the terminal temperature drops out:

$$T_{\rm peak}\to\frac{V}{2\sqrt L},\qquad k_BT_{\rm peak}\to\frac{\sqrt3}{2\pi}eV ,$$

or 3199 K per volt. The two terms under the root are equal when $V=2\sqrt L\,T_0$, about 0.09 V here. The law gives 439 K at 0.1 V, 707 K at 0.2 V and 1627 K at 0.5 V, if the filament survives and remains metallic.

## A filament in a hafnium-oxide gate stack

Take a filament 5 nm long and 1.5 nm in radius, between two metal electrodes, with $\sigma=10^6$ S/m. These are rough values for a metal-rich path after hard breakdown. Its resistance is

$$R=\frac{\ell}{\sigma\pi a^2}=\frac{5\times10^{-9}}{10^6\,\pi(1.5\times10^{-9})^2}\ \Omega\approx707\ \Omega .$$

At 0.3 V it carries 0.42 mA and dissipates 127 µW. None of these figures entered the peak temperature, but they are needed to judge the assumptions.

**Heat paths beside the electrons.** Let the lattice of the filament conduct 2 W/(m K) and the oxide 1 W/(m K), again rough values. The electronic conductivity at the peak is $L\sigma T\approx25$ W/(m K). Between electrode planes at $T_0$, an oxide temperature rise $\sin(kx)K_0(kr)$, with $k=n\pi/\ell$, satisfies Laplace's equation. Here $K_0$ and $K_1$ are modified Bessel functions. Per unit rise at the filament surface, this mode carries away a flux $\kappa_{\rm ox}kK_1(ka)/K_0(ka)$; multiplying by $2/a$ gives the loss per filament volume. A finite-difference solution with 99 interior points, constant $\sigma$ and one common temperature gives peaks of 951 K with lattice conduction alone, 919 K with oxide loss alone and 874 K with both.

**Electrons and atoms.** A common temperature is itself doubtful in so short a filament. Let the electrons at $T_e$ pass heat to the lattice at $T_l$ at the rate $G(T_e-T_l)$ per volume:

$$\frac{d}{dx}\left(L\sigma T_e\frac{dT_e}{dx}\right)+\sigma\frac{V^2}{\ell^2}-G(T_e-T_l)=0,$$

$$\kappa_{\rm ph}\frac{d^2T_l}{dx^2}+G(T_e-T_l)-q_{\rm ox}=0 .$$

Here $\kappa_{\rm ph}$ is the lattice conductivity and $q_{\rm ox}$ the oxide loss just described, now taken from the lattice. On the same grid, the peaks are:

| $G$, W/(m³ K) | electrons | lattice |
|---|---:|---:|
| $10^{17}$ | 998 K | 336 K |
| $10^{18}$ | 956 K | 532 K |

The Joule heat is $3.6\times10^{21}$ W/m³. A temperature difference of 700 K transfers about $7\times10^{19}$ W/m³ at the weaker coupling and $7\times10^{20}$ W/m³ at the stronger. Most of the heat therefore leaves with the electrons through the ends. In this two-temperature model, 1000 K is close to the electron temperature, but it overstates the temperature of the atoms. By how much depends on two further assumptions behind the table: a lattice temperature uniform over the section, and perfect thermal contact at every interface. Resolving the radius raises the lattice peaks on the axis to 344 K and 577 K. A boundary conductance of $3\times10^8$ W/(m² K) at all lattice interfaces raises them to about 430 K and 750 K. A lifetime estimate based on thermally activated atomic motion should not use it without first establishing that electrons and lattice are in equilibrium.

**Where the voltage is measured.** The terminals must really be at $T_0$. Suppose that both electrodes are made of the same metal as the filament. An equipotential disc of radius $a$ on a half-space of constant conductivity has spreading resistance $1/(4\sigma a)$, here 167 Ω on each side. If 0.3 V is the total between distant cold surfaces, the filament itself receives

$$0.3\times\frac{707}{707+2(167)}\ \mathrm V\approx0.204\ \mathrm V .$$

With each junction treated as an equipotential disc, the ends lie at $\phi=\pm0.102$ V, and the local law gives them 765 K. In a real junction the potential varies across the section, and the axis is hotter than the rim. The peak remains 1005 K, because the hot electrode metal belongs to the conductor that the law describes. If instead 0.3 V falls across the filament alone, the total is 0.441 V and the peak is 1443 K in the disc model. For a cylinder joined to a half-space the spreading resistance is nearer 175 Ω, which gives 0.448 V and about 1465 K, and a mean end temperature near 773 K in place of 765 K. Among the effects sized here, this is the largest that raises the peak.

**Thermoelectricity.** Let the Seebeck coefficient be $S=sT$, with $S=10$ µV/K at 1000 K. In one dimension, define $\psi$ by $J=-\sigma\,d\psi/dx$. The terminal difference of $\psi$ is still $V$, because $\psi-\phi=\int S\,dT$ has equal values at equal end temperatures. The Thomson heat adds $-sTJ\,dT/dx$ to the balance. With $w=T^2/2$ and $d/dx=-(J/\sigma)\,d/d\psi$, this becomes

$$L\frac{d^2w}{d\psi^2}+1+s\frac{dw}{d\psi}=0 .$$

For $s=0$, $w$ is even in $\psi$. The first correction is therefore odd and vanishes at the old maximum, so the peak changes only at second order in $s$. A numerical solution of the boundary-value problem gives a shift of $-0.1$ K. This smallness needs a uniform $s$ and equal end temperatures. Otherwise the shift is of first order and changes sign with the polarity: about $\pm12$ K if $S$ drops from $sT$ to zero at mid-length, and about $\pm7$ K for uniform $s$ with ends at 700 K and 300 K.

**Local transport.** For free electrons with Fermi wave number $k_F=12$ nm⁻¹, the mean free path is $3\pi^2\hbar\sigma/(e^2k_F^2)\approx0.84$ nm. This is shorter than the filament, but not by a wide margin compared with its radius. The ballistic contact resistance, $(h/2e^2)\,4/(k_Fa)^2\approx159$ Ω, is 23% of $R$. Local conductivities are thus a rough description. In a filament only 2 nm long, as in a thinner gate oxide, the same contact resistance would be 56% of $R$, and the local description would no longer be reliable. Changing $L$ by +10% or −10%, with all else fixed, moves the peak to 963 K or 1055 K.

**Do the electrons have a temperature?** The same free-electron values give a diffusivity of about $3.9\times10^{-4}$ m²/s, so electrons leave the filament in roughly $\ell^2/(\pi^2D)\approx6.5$ fs. For an electron 0.3 eV above the Fermi level in a clean metal of this density, a golden-rule estimate with statically screened repulsion gives roughly 100 to 200 fs between collisions with other electrons; the shorter time applies when those electrons are hot. Disorder can shorten it further, but the electrons may well leave before they share their energy. With elastic scattering alone, the distribution at $\phi=0$ is then the average of the two terminal distributions, shifted by $\pm eV/2$. Its excess energy, per unit density of states, is $\pi^2(k_BT_0)^2/6+(eV)^2/8$. Setting this equal to $\pi^2(k_BT)^2/6$ gives the same peak formula, so $T_{\rm peak}$ still measures the mean electron energy. It does not give the high-energy tail: at 0.3 eV above the local Fermi level, elastic scattering alone gives an occupation of 0.0015, against 0.030 for a Fermi function at 1005 K. In a clean metal, rare collisions between electrons can roughly double the smaller figure, which still leaves it far below the larger. A process driven by the most energetic electrons should not be estimated from $T_{\rm peak}$ in such a short filament.

Set beside a real stack, 0.3 V is a local voltage, not the gate supply, which is roughly 1 V; part of the supply may drop in leads, electrodes or the silicon channel. The current density, about $6\times10^9$ A/cm², is extreme, and the filament may change shape under it, whereas the model holds it fixed. In silicon the lattice carries most of the heat, so the Wiedemann-Franz law must not be extended into the channel. Nor can a filament that ends on silicon be assumed to have that end at $T_0$. Even for heavily doped silicon with a resistivity of $10^{-5}$ Ω m, the spreading resistance of a disc of this radius is about 1.7 kΩ. If Ohm's law held, a current of 0.42 mA would drop 0.7 V there, but it does not hold. Such silicon has about $8\times10^{19}$ electrons per cm³, which at the saturation velocity of $10^7$ cm/s carry only about 10 µA through this disc, and the ballistic contact resistance is near 7 kΩ. The ohmic figure is only a lower limit: a silicon contact would restrict the current, take much of the voltage and be heated itself. The formula for unequal terminals is then the one to use, with the temperature of the silicon side found separately. For atomic damage, the assumption of equal electron and lattice temperatures needs particular care: with the same lattice conduction and oxide loss, a common temperature peaks at 874 K, whereas the two couplings give lattice peaks of 336 K and 532 K with perfect thermal contacts, and higher values, as noted above, when the interfaces resist heat flow.

## What each derivation assumes

Both derivations assume a steady state, local transport, a local electron temperature, equal terminal temperatures for the simple formula, and the Wiedemann-Franz law with uniform $L$. For the equality, both also need an insulated side wall and no other heat sink.

The first makes no assumption about shape. It allows temperature and potential to vary across a section, and it treats notches, inclusions and spreading electrodes together, provided that all the metal obeys the same law. Its price is a boundary-value argument: $u$ is constant because of the conditions on the whole surface.

The second assumes slender geometry, with uniform temperature and potential over each section. In return it needs only an energy balance and one integration. It shows directly how another ratio $\kappa/\sigma$ changes the answer, and it turns side loss into an inequality. Neither derivation decides whether the atoms share the electron temperature; that depends on the coupling and on the size of the filament, which the voltage does not reveal.

Numerical values quoted here were computed with a short program.
